# Why surface stress and surface energy generally differ in a solid: a numerical check

```python
# RESULT UNDER TEST
# Surface stress f and surface energy gamma obey, for equal biaxial strain e,
#     f = gamma + (1/2) d(gamma)/de       (gamma per current area).
# A liquid has f = gamma. A crystal can have f > gamma, f = 0 or f < 0.
# A free film of thickness h and biaxial modulus M has strain -2 f/(h M)
# to leading order in 1/h.
# Symbols: spacing = nearest-neighbour distance; gap = distance between layers;
# p, q = decay rates of repulsion and bonding; xi = bonding strength.
# Internal units: eV and nm. Positive f is tensile.
from functools import lru_cache
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

TO_N_PER_M = constants.e * 1e18
TO_GPA = constants.e * 1e27 / 1e9
KT = constants.k * 300.0 / constants.e


# ---------- crystal models: each site has pair energy minus sqrt(density) ----
def morse(r, depth, decay, minimum):
    x = np.exp(-decay * (r - minimum))
    return depth * (x * x - 2 * x), 2 * depth * decay * (x - x * x)


DEPTH, DECAY, MINIMUM = 0.25, 15.0, 0.40


def half_morse(r):
    value, slope = morse(r, DEPTH, DECAY, MINIMUM)
    return value / 2, slope / 2


def bulk_balance(r):
    far = np.sqrt(2) * r
    return (12 * r * morse(r, DEPTH, DECAY, MINIMUM)[1]
            + 6 * far * morse(far, DEPTH, DECAY, MINIMUM)[1])


SPACING_TWO = brentq(bulk_balance, 0.9 * MINIMUM, MINIMUM, xtol=1e-15)

METAL_SPACING, COHESIVE, P, Q = 0.40, 1.8, 9.0, 2.7
XI = COHESIVE * P / (P - Q) / np.sqrt(12)
REPULSION = XI * Q / (P * np.sqrt(12))


def metal_pair(r):
    value = REPULSION * np.exp(-P * (r / METAL_SPACING - 1))
    return value, -P / METAL_SPACING * value


def metal_density(r):
    value = XI**2 * np.exp(-2 * Q * (r / METAL_SPACING - 1))
    return value, -2 * Q / METAL_SPACING * value


ONE_SHELL = dict(spacing=MINIMUM, cutoff=1.2, pair=half_morse, density=None)
TWO_SHELL = dict(spacing=SPACING_TWO, cutoff=1.55, pair=half_morse, density=None)
METAL = dict(spacing=METAL_SPACING, cutoff=1.2, pair=metal_pair,
             density=metal_density)


def cell_area(crystal):
    return np.sqrt(3) / 2 * crystal["spacing"]**2


def layer_gap(crystal):
    return np.sqrt(2 / 3) * crystal["spacing"]


# ---------- explicit (111) slab, one atom per layer and cell -----------------
@lru_cache(maxsize=None)
def find_bonds(layers, spacing, cutoff):
    found = []
    gap = np.sqrt(2 / 3) * spacing
    for i in range(layers):
        for j in range(max(0, i - 2), min(layers, i + 3)):
            for m in range(-4, 5):
                for n in range(-4, 5):
                    x = spacing * (m + n / 2 + (j - i) / 2)
                    y = spacing * np.sqrt(3) / 2 * (n + (j - i) / 3)
                    r = np.sqrt(x * x + y * y + ((j - i) * gap)**2)
                    if 1e-8 < r < cutoff * spacing:
                        found.append((i, j, x, y))
    table = np.array(found)
    return (table[:, 0].astype(int), table[:, 1].astype(int),
            table[:, 2], table[:, 3])


def slab_state(crystal, strain, gaps):
    """Site energies, gradient in the gaps, and in-plane bond-force tensor."""
    layers = len(gaps) + 1
    first, second, x0, y0 = find_bonds(layers, crystal["spacing"],
                                       crystal["cutoff"])
    height = np.concatenate(([0.0], np.cumsum(gaps)))
    x, y = (1 + strain) * x0, (1 + strain) * y0
    z = height[second] - height[first]
    r = np.sqrt(x * x + y * y + z * z)
    energy, pull = crystal["pair"](r)
    site = np.bincount(first, energy, layers)
    if crystal["density"] is not None:
        density, slope = crystal["density"](r)
        total = np.bincount(first, density, layers)
        site = site - np.sqrt(total)
        pull = pull - slope / (2 * np.sqrt(total[first]))
    vertical = pull * z / r
    height_gradient = (np.bincount(second, vertical, layers)
                       - np.bincount(first, vertical, layers))
    gap_gradient = np.cumsum(height_gradient[::-1])[::-1][1:]
    tensor = np.array([np.sum(pull * x * x / r), np.sum(pull * y * y / r),
                       np.sum(pull * x * y / r)])
    return site, gap_gradient, tensor


def relax(crystal, layers, strain=0.0, free_width=False):
    """Newton search for zero force on the gaps and, if asked, on the width."""
    unknown = np.concatenate(([strain],
                              np.full(layers - 1, layer_gap(crystal))))
    start = 0 if free_width else 1

    def gradient(v):
        _, on_gaps, tensor = slab_state(crystal, v[0], v[1:])
        on_width = (tensor[0] + tensor[1]) / (1 + v[0])
        return np.concatenate(([on_width], on_gaps))[start:]

    step = 1e-5
    for _ in range(9):
        columns = []
        for k in range(start, layers):
            shift = np.zeros(layers)
            shift[k] = step
            columns.append((gradient(unknown + shift)
                            - gradient(unknown - shift)) / (2 * step))
        unknown[start:] -= np.linalg.solve(np.array(columns).T,
                                           gradient(unknown))
    assert np.max(np.abs(gradient(unknown))) < 1e-8
    return unknown[0], unknown[1:]


def bulk_energy(crystal, strain):
    """Energy per bulk atom at given in-plane strain and zero normal stress."""
    gap = layer_gap(crystal)
    best = minimize_scalar(
        lambda g: slab_state(crystal, strain, np.full(8, g))[0][4],
        bounds=(0.93 * gap, 1.07 * gap), method="bounded",
        options={"xatol": 1e-10})
    return best.fun


def surface_energy(crystal, strain, layers=16):
    _, gaps = relax(crystal, layers, strain)
    total = np.sum(slab_state(crystal, strain, gaps)[0])
    excess = total - layers * bulk_energy(crystal, strain)
    return excess / (2 * cell_area(crystal) * (1 + strain)**2)


def biaxial_modulus(crystal):
    h = 1e-3
    curvature = (bulk_energy(crystal, h) + bulk_energy(crystal, -h)
                 - 2 * bulk_energy(crystal, 0.0)) / h**2
    return curvature / (2 * cell_area(crystal) * layer_gap(crystal))


# ---------- energy road against force road for three crystals ----------------
results = {}
for name, crystal in (("one-shell pair", ONE_SHELL),
                      ("two-shell pair", TWO_SHELL), ("metal", METAL)):
    h = 5e-4
    gamma = surface_energy(crystal, 0.0)
    slope = (surface_energy(crystal, h) - surface_energy(crystal, -h)) / (2 * h)
    _, gaps = relax(crystal, 16)
    tensor = slab_state(crystal, 0.0, gaps)[2] / (2 * cell_area(crystal))
    assert gamma > 0
    assert abs(tensor[0] - tensor[1]) < 1e-7 and abs(tensor[2]) < 1e-7
    assert abs(gamma + slope / 2 - tensor[0]) < 1e-3 * gamma
    results[name] = (gamma, slope, tensor[0], gaps)

# Closed formulas for the pair-bonded crystals.
gamma_one, _, stress_one, _ = results["one-shell pair"]
assert abs(gamma_one - 1.5 * DEPTH / cell_area(ONE_SHELL)) < 1e-7
assert abs(stress_one) < 1e-7
near_energy, near_slope = morse(SPACING_TWO, DEPTH, DECAY, MINIMUM)
far_distance = np.sqrt(2) * SPACING_TWO
far_energy, far_slope = morse(far_distance, DEPTH, DECAY, MINIMUM)
gamma_two, _, stress_two, gaps_two = results["two-shell pair"]
area_two = cell_area(TWO_SHELL)
assert abs(gamma_two + 1.5 * (near_energy + far_energy) / area_two) < 1e-7
assert abs(stress_two + 0.375 * far_distance * far_slope / area_two) < 1e-7
assert stress_two < 0
assert np.max(np.abs(gaps_two / layer_gap(TWO_SHELL) - 1)) < 1e-8

# Closed formulas for the metal with layers frozen at bulk positions.
area = cell_area(METAL)
gap = layer_gap(METAL)
frozen_site, _, frozen_tensor = slab_state(METAL, 0.0, np.full(15, gap))
gamma_frozen = (np.sum(frozen_site) - 16 * bulk_energy(METAL, 0)) / (2 * area)
stress_frozen = frozen_tensor[0] / (2 * area)
assert abs(gamma_frozen - (XI * (np.sqrt(12) - 3) - 3 * REPULSION) / area) < 1e-7
assert abs(stress_frozen - 3.5 * XI * Q * (1 / 3 - 1 / np.sqrt(12)) / area) < 1e-7
gamma_metal, slope_metal, stress_metal, gaps_metal = results["metal"]
assert stress_metal > 1.1 * gamma_metal
assert gaps_metal[0] < gap

h = 1e-3
hydrostatic = [slab_state(METAL, s, np.full(8, gap * (1 + s)))[0][4]
               for s in (-h, 0.0, h)]
bulk_modulus = ((hydrostatic[0] - 2 * hydrostatic[1] + hydrostatic[2])
                / h**2 / (9 * area * gap))
assert abs(hydrostatic[1] + COHESIVE) < 1e-10


# ---------- free films choose their own width -------------------------------
films = {}
for name, crystal in (("two-shell pair", TWO_SHELL), ("metal", METAL)):
    modulus = biaxial_modulus(crystal)
    strains, inferred = [], []
    for layers in (30, 60, 120):
        width_strain, _ = relax(crystal, layers, free_width=True)
        thickness = layers * layer_gap(crystal)
        strains.append(width_strain)
        inferred.append(-width_strain * modulus * thickness / 2)
    limit = 2 * inferred[2] - inferred[1]
    gamma, _, stress, _ = results[name]
    assert abs(limit - stress) < 0.01 * abs(stress)
    assert abs(limit - gamma) > 0.1 * gamma
    films[name] = (modulus, strains, inferred, limit)
assert films["two-shell pair"][1][0] > 0 > films["metal"][1][0]


# ---------- liquid interface stretched at fixed volume and amount -----------
WELL, GRADIENT, BOX, POINTS = 16.0, 0.5, 10.0, 500


def liquid_interface(stretch):
    """Energy per original area, and mechanical pull per current area."""
    length = BOX / stretch
    dz = length / POINTS
    z = (np.arange(POINTS) + 0.5) * dz - length / 2
    phase = 0.5 * (1 + np.tanh(z * np.sqrt(WELL / (2 * GRADIENT))))
    second = 2 * np.eye(POINTS) - np.eye(POINTS, k=1) - np.eye(POINTS, k=-1)
    second[0, 0] = second[-1, -1] = 1
    multiplier = 0.0
    for _ in range(8):
        force = (dz * 2 * WELL * phase * (1 - phase) * (1 - 2 * phase)
                 + GRADIENT / dz * second @ phase - multiplier * dz)
        curvature = dz * 2 * WELL * (1 - 6 * phase + 6 * phase**2)
        matrix = np.zeros((POINTS + 1, POINTS + 1))
        matrix[:-1, :-1] = np.diag(curvature) + GRADIENT / dz * second
        matrix[:-1, -1] = matrix[-1, :-1] = -dz
        amount_error = -dz * (np.sum(phase) - POINTS / 2)
        change = np.linalg.solve(matrix, -np.append(force, amount_error))
        phase = phase + change[:-1]
        multiplier += change[-1]
    assert np.max(np.abs(change[:-1])) < 1e-7
    pull = GRADIENT * np.sum(np.diff(phase)**2) / dz
    energy = dz * np.sum(WELL * phase**2 * (1 - phase)**2) + pull / 2
    return stretch * energy, pull


liquid_gamma, liquid_pull = liquid_interface(1.0)
liquid_work = (liquid_interface(1.01)[0] - liquid_interface(0.99)[0]) / 0.02
liquid_integral = quad(lambda c: np.sqrt(2 * GRADIENT * WELL) * c * (1 - c),
                       0, 1)[0]
# The tolerance covers the second-order error of the finite grid.
for value in (liquid_gamma, liquid_pull, liquid_work):
    assert abs(value / liquid_integral - 1) < 0.005


# ---------- size of the neglected vibrations at 300 K -----------------------
def local_stiffness(strain, gaps, layer):
    """Spring matrix of one metal atom while all others stay fixed."""
    height = np.concatenate(([0.0], np.cumsum(gaps)))
    atoms = []
    for j in range(len(height)):
        for m in range(-6, 7):
            for n in range(-6, 7):
                shift = j - layer
                atoms.append((
                    (1 + strain) * METAL_SPACING * (m + n / 2 + shift / 2),
                    (1 + strain) * METAL_SPACING * np.sqrt(3) / 2
                    * (n + shift / 3), height[j] - height[layer]))
    atoms = np.array(atoms)
    atoms = atoms[np.linalg.norm(atoms, axis=1) < 2.5 * METAL_SPACING]
    centre = np.argmin(np.linalg.norm(atoms, axis=1))

    def energy(move):
        moved = atoms.copy()
        moved[centre] += move
        r = np.linalg.norm(moved[:, None] - moved[None, :], axis=2)
        bonded = (r > 1e-8) & (r < 1.2 * METAL_SPACING)
        repulsion = np.sum(metal_pair(r)[0] * bonded)
        return repulsion - np.sum(np.sqrt(np.sum(metal_density(r)[0] * bonded,
                                                axis=1)))

    d = 1e-3
    axes = d * np.eye(3)
    return np.array([[(energy(a + b) - energy(a - b) - energy(b - a)
                       + energy(-a - b)) / (4 * d * d) for b in axes]
                     for a in axes])


def vibration_excess(strain):
    """Classical free energy excess per surface cell."""
    _, gaps = relax(METAL, 13, strain)
    interior = np.linalg.slogdet(local_stiffness(strain, gaps, 6))[1]
    return 0.5 * KT * sum(
        np.linalg.slogdet(local_stiffness(strain, gaps, k))[1] - interior
        for k in range(4))


bulk_springs = local_stiffness(0.0, np.full(12, gap), 6)
assert np.max(np.abs(bulk_springs / bulk_springs[0, 0] - np.eye(3))) < 1e-3
gamma_vibration = vibration_excess(0.0) / area
h = 2e-3
stress_vibration = ((vibration_excess(h) - vibration_excess(-h))
                    / (2 * h) / (2 * area))

# ---------- printed numbers --------------------------------------------------
U = TO_N_PER_M
print(f"Conversion: 1 eV/nm^2 = {U:.6f} N/m")
print("LIQUID MODEL")
print(f"Well coefficient: {WELL:.1f} eV/nm^3")
print(f"Gradient coefficient: {GRADIENT:.2f} eV/nm")
print(f"Energy from integral: {liquid_integral * U:.5f} N/m")
print(f"Energy from profile: {liquid_gamma * U:.5f} N/m")
print(f"Mechanical pull: {liquid_pull * U:.5f} N/m")
print(f"Work of stretching: {liquid_work * U:.5f} N/m")
print("PAIR-BONDED CRYSTALS, (111)")
print(f"Well depth: {DEPTH:.2f} eV; decay: {DECAY:.1f} 1/nm")
print(f"Pair minimum: {MINIMUM:.3f} nm")
print(f"One shell: gamma = {gamma_one * U:.4f} N/m")
print(f"One shell: |f| = {abs(stress_one) * U:.1e} N/m")
print(f"One shell: half slope = {results['one-shell pair'][1] * U / 2:.4f} N/m")
print(f"Two shells: spacing = {SPACING_TWO:.5f} nm")
print(f"Two shells: r1*slope1 = {SPACING_TWO * near_slope:.5f} eV")
print(f"Two shells: r2*slope2 = {far_distance * far_slope:.5f} eV")
print(f"Two shells: gamma = {gamma_two * U:.4f} N/m")
print(f"Two shells: half slope = {results['two-shell pair'][1] * U / 2:.4f} N/m")
print(f"Two shells: f = {stress_two * U:.4f} N/m")
print(f"Two shells, 30 layers: strain = "
      f"{100 * films['two-shell pair'][1][0]:.4f} %")
print("METAL MODEL, (111)")
print(f"Spacing: {METAL_SPACING:.2f} nm; cohesion: {COHESIVE:.2f} eV")
print(f"p = {P:.1f}; q = {Q:.1f} (dimensionless)")
print(f"xi = {XI:.5f} eV; repulsion B = {REPULSION:.5f} eV")
print(f"Cell area: {area:.5f} nm^2; layer gap: {gap:.5f} nm")
print(f"Bulk modulus: {bulk_modulus * TO_GPA:.2f} GPa")
print(f"Frozen gamma: {gamma_frozen * U:.4f} N/m")
print(f"Frozen f: {stress_frozen * U:.4f} N/m")
print(f"Relaxed gamma: {gamma_metal:.4f} eV/nm^2 = {gamma_metal * U:.4f} N/m")
print(f"Relaxed half slope: {slope_metal * U / 2:.4f} N/m")
print(f"Relaxed f: {stress_metal:.4f} eV/nm^2 = {stress_metal * U:.4f} N/m")
print(f"Relaxed f/gamma: {stress_metal / gamma_metal:.3f}")
print(f"First gap change: {100 * (gaps_metal[0] / gap - 1):.2f} %")
print("FREE METAL FILM, 30 LAYERS")
modulus, strains, inferred, limit = films["metal"]
thickness = 30 * gap
print(f"Thickness: {thickness:.3f} nm")
print(f"Biaxial modulus: {modulus * TO_GPA:.2f} GPa")
print(f"Strain, full relaxation: {100 * strains[0]:.4f} %")
print(f"Strain from f: {-200 * stress_metal / (thickness * modulus):.4f} %")
print(f"Strain if gamma used: {-200 * gamma_metal / (thickness * modulus):.4f} %")
print(f"Interior stress from f: "
      f"{-2000 * stress_metal * TO_GPA / thickness:.2f} MPa")
print(f"Stress if gamma used: "
      f"{-2000 * gamma_metal * TO_GPA / thickness:.2f} MPa")
for layers, value in zip((30, 60, 120), inferred):
    print(f"f inferred from {layers} layers: {value * U:.4f} N/m")
print(f"f extrapolated to thick film: {limit * U:.4f} N/m")
print("NEGLECTED VIBRATIONS, 300 K ESTIMATE")
print(f"Change of gamma: {gamma_vibration * U:+.4f} N/m")
print(f"Change of f: {stress_vibration * U:+.4f} N/m")
print("ALL CHECKS PASSED")
```

Printed output:

```
Conversion: 1 eV/nm^2 = 0.160218 N/m
LIQUID MODEL
Well coefficient: 16.0 eV/nm^3
Gradient coefficient: 0.50 eV/nm
Energy from integral: 0.10681 N/m
Energy from profile: 0.10679 N/m
Mechanical pull: 0.10683 N/m
Work of stretching: 0.10683 N/m
PAIR-BONDED CRYSTALS, (111)
Well depth: 0.25 eV; decay: 15.0 1/nm
Pair minimum: 0.400 nm
One shell: gamma = 0.4336 N/m
One shell: |f| = 9.2e-15 N/m
One shell: half slope = -0.4336 N/m
Two shells: spacing = 0.39644 nm
Two shells: r1*slope1 = -0.17190 eV
Two shells: r2*slope2 = 0.34380 eV
Two shells: gamma = 0.5158 N/m
Two shells: half slope = -0.6676 N/m
Two shells: f = -0.1518 N/m
Two shells, 30 layers: strain = 0.0285 %
METAL MODEL, (111)
Spacing: 0.40 nm; cohesion: 1.80 eV
p = 9.0; q = 2.7 (dimensionless)
xi = 0.74231 eV; repulsion B = 0.06429 eV
Cell area: 0.13856 nm^2; layer gap: 0.32660 nm
Bulk modulus: 17.21 GPa
Frozen gamma: 0.1753 N/m
Frozen f: 0.3622 N/m
Relaxed gamma: 1.0773 eV/nm^2 = 0.1726 N/m
Relaxed half slope: 0.0815 N/m
Relaxed f: 1.5861 eV/nm^2 = 0.2541 N/m
Relaxed f/gamma: 1.472
First gap change: -2.55 %
FREE METAL FILM, 30 LAYERS
Thickness: 9.798 nm
Biaxial modulus: 28.16 GPa
Strain, full relaxation: -0.1821 %
Strain from f: -0.1842 %
Strain if gamma used: -0.1251 %
Interior stress from f: -51.87 MPa
Stress if gamma used: -35.23 MPa
f inferred from 30 layers: 0.2512 N/m
f inferred from 60 layers: 0.2527 N/m
f inferred from 120 layers: 0.2534 N/m
f extrapolated to thick film: 0.2541 N/m
NEGLECTED VIBRATIONS, 300 K ESTIMATE
Change of gamma: -0.0103 N/m
Change of f: -0.0261 N/m
ALL CHECKS PASSED
```
